# Direct tunnelling through silica: Airy transmission and the error of bare WKB

## Problem

An electron in silicon meets a silica film of thickness $d=1.5$ nm, with a voltage drop $V=1.0$ V across the film. Beyond it lies an n+ polysilicon gate. The conduction band of the oxide starts 3.1 eV above that of the silicon at the entrance. The electron has energy $E=0.1$ eV above the silicon band edge, all of it in motion normal to the film.

Each layer has a constant effective mass: $\mu_{ox}=0.5$ in the oxide and $\mu_{Si}=0.92$ in both electrodes, in units of the free-electron mass $m_0$. The second value belongs to the two silicon valleys whose long axis is normal to a (100) interface. Using it in the gate as well means that the electron enters a grain with the same orientation as the substrate; real polysilicon also contains other orientations, which this model does not describe. The electrode bands are flat, the oxide field is uniform, and there is no scattering.

(a) Find the transmission $T$ exactly within this model.

(b) Compare it with bare WKB, $T_W=e^{-2S}$, where $S=\int_0^d\kappa\,dx$ and $\kappa$ is the local decay constant.

(c) Use a scan of the thickness to decide how much of the error of $T_W$ sits in a missing prefactor and how much in the exponent. State what must be held fixed during the scan.

**Conventions.** Energies are in eV and lengths in nm. $V$ also denotes the energy drop in eV. The constant $A=\hbar^2/2m_0=0.0381$ eV nm². Measured from the electron's energy, the barrier is
$$\phi(x)=\phi_1-\frac{Vx}{d},\qquad \phi_1=3.1-0.1=3.0,\qquad \phi_2=\phi_1-V=2.0 .$$
Since $\phi_2>0$, the electron is under the barrier across the whole film, which is what direct tunnelling means. In the oxide
$$\psi''=\kappa^2\psi,\qquad \kappa^2=\frac{\mu_{ox}\phi(x)}{A}.$$
At each interface $\psi$ and $\chi=\psi'/\mu$ are continuous; the second condition conserves the current when the mass jumps.

## First estimate by scaling

Measure position by $s=x/d$. The barrier equation becomes
$$\varepsilon\,\frac{d^2\psi}{ds^2}=(\phi_1-Vs)\,\psi,\qquad \varepsilon=\frac{A}{\mu_{ox}d^2}=\frac{0.0381}{0.5\times1.5^2}=0.034\ \text{eV}.$$
At fixed $V$ the right-hand side does not contain $d$. Thickness enters through $\varepsilon$ alone, in the place where $\hbar^2$ normally stands, so thickening the film at fixed voltage is the semiclassical limit. As $\varepsilon$ is far below the barrier heights of 2 to 3 eV, one expects
$$\ln T=-(\text{constant})\times d+(\text{constant})+O(1/d).$$

For the first term, replace the trapezoid by its mean height of 2.5 eV:
$$\bar\kappa=\sqrt{\frac{0.5\times2.5}{0.0381}}=5.73\ \text{nm}^{-1},\qquad 2\bar\kappa d=17.2,\qquad T\sim e^{-17.2}\approx3\times10^{-8}.$$
Scaling leaves the second constant open. It is a factor that depends on conditions at the interfaces and does not shrink as the film thickens.

## Exact solution

**Airy form.** Define
$$\gamma^3=\frac{\mu_{ox}V}{Ad},\qquad z=\frac{\kappa^2}{\gamma^2}.$$
Then $dz/dx=-\mu_{ox}V/(Ad\gamma^2)=-\gamma$, so $\psi''=\gamma^2\psi_{zz}$, and the barrier equation reduces to $\psi_{zz}=z\psi$. Its solutions are $\mathrm{Ai}(z)$ and $\mathrm{Bi}(z)$. Because $z$ falls as $x$ grows, the wave that decays towards the gate is $\mathrm{Bi}$. The second matching quantity is
$$\chi=\frac{\psi'}{\mu_{ox}}=-w\,\psi_z,\qquad w=\frac{\gamma}{\mu_{ox}}.$$

**From exit to entrance.** Write $A_i,B_i$ for $\mathrm{Ai},\mathrm{Bi}$ at $z_i$, with $i=1$ at the entrance and $i=2$ at the exit; primes on them are derivatives with respect to $z$. The Wronskian is $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$. The solution with value $\psi_2$ and slope $\psi_{z2}$ at the exit is therefore
$$\psi(z)=\pi\psi_2[\mathrm{Ai}(z)B_2'-\mathrm{Bi}(z)A_2']+\pi\psi_{z2}[A_2\mathrm{Bi}(z)-B_2\mathrm{Ai}(z)].$$
At $z=z_2$ the first bracket is $1/\pi$ and the second vanishes; for the slopes the roles are exchanged. Now put $\psi_{z2}=-\chi_2/w$, evaluate at $z_1$, and use $\chi_1=-w\psi_z(z_1)$. This gives $\psi_1=N_{11}\psi_2+N_{12}\chi_2$ and $\chi_1=N_{21}\psi_2+N_{22}\chi_2$ with
$$N_{11}=\pi(A_1B_2'-B_1A_2'),\qquad N_{12}=-\frac{\pi}{w}(A_2B_1-B_2A_1),$$
$$N_{21}=-\pi w(A_1'B_2'-B_1'A_2'),\qquad N_{22}=\pi(A_2B_1'-B_2A_1').$$

**Matching to the electrodes.** The electrode wavevectors are $k_L=\sqrt{\mu_{Si}E/A}$ and $k_R=\sqrt{\mu_{Si}(E+V)/A}$. Let $v=k/\mu_{Si}$, which is the speed in units of $\hbar/m_0$. At the entrance the wave $e^{ik_Lx}+re^{-ik_Lx}$ gives
$$\psi_1=1+r,\qquad \chi_1=iv_L(1-r)\quad\Rightarrow\quad 2=\psi_1+\frac{\chi_1}{iv_L}.$$
At the exit there is one outgoing wave, $\psi_2=t$ and $\chi_2=iv_Rt$. Inserting the matrix,
$$2=t\left[N_{11}+\frac{v_R}{v_L}N_{22}+i\left(v_RN_{12}-\frac{N_{21}}{v_L}\right)\right].$$
Transmission is a ratio of currents, $T=(v_R/v_L)|t|^2$. The $N_{ij}$ are real, so
$$T=\frac{4v_Lv_R}{(v_LN_{11}+v_RN_{22})^2+(v_Lv_RN_{12}-N_{21})^2}.\tag{1}$$

**Numbers for (a).** The inputs are $\gamma=2.061$ nm⁻¹, $\kappa_1=6.275$ and $\kappa_2=5.123$ nm⁻¹, $z_1=9.273$, $z_2=6.182$, $v_L=1.689$ and $v_R=5.602$ nm⁻¹. Equation (1) gives
$$T=3.155\times10^{-8}.$$
Integrating the Schrödinger equation numerically from exit to entrance, without Airy functions, gives the same value.

**Numbers for (b).** Since $dx=-(d/V)\,d\phi$ and $\kappa\propto\phi^{1/2}$,
$$2S=\frac{2d}{V}\int_{\phi_2}^{\phi_1}\kappa\,d\phi=\frac{4d}{3V}(\kappa_1\phi_1-\kappa_2\phi_2).\tag{2}$$
Here $2S=2.0\times(18.8237-10.2463)=17.155$, so $T_W=3.546\times10^{-8}$. Bare WKB is too large by 12% of the exact value, and $\ln(T/T_W)=-0.117$.

## What bare WKB leaves out

The single number $-0.117$ cannot say where the error sits. The thick-film form of (1) can.

**Factorization.** Let $\zeta=\tfrac23z^{3/2}$. From $\kappa\,dx=-z^{1/2}dz$ it follows that $S=\zeta_1-\zeta_2$. Products such as $B_1A_2$ grow like $e^{S}$, while $A_1B_2$ falls like $e^{-S}$. Dropping the latter costs a relative error of order $e^{-2S}$, about $10^{-8}$ here. Then
$$N_{11}\approx-\pi B_1A_2',\quad N_{22}\approx\pi A_2B_1',\quad N_{12}\approx-\frac{\pi}{w}A_2B_1,\quad N_{21}\approx\pi wB_1'A_2'.$$
The first square in (1) contains the cross term $-2\pi^2v_Lv_RB_1B_1'A_2A_2'$, and the second contains the same term with a plus sign. They cancel, and the four remaining terms form a product:
$$T\approx\frac{4v_Lv_R}{\pi^2\,(v_L^2B_1^2+w^2B_1'^2)\,(A_2'^2+v_R^2A_2^2/w^2)}.\tag{3}$$
One bracket belongs to the entrance and the other to the exit.

**Airy functions at large argument.** Put $\psi=z^{-1/4}f(\zeta)$ into $\psi_{zz}=z\psi$. The terms in $f_\zeta$ cancel, leaving
$$f_{\zeta\zeta}=\left(1-\frac{5}{16z^3}\right)f=\left(1-\frac{5}{36\zeta^2}\right)f.$$
Try $f=e^{\sigma\zeta}(1+a/\zeta)$, with $\sigma=+1$ for Bi and $\sigma=-1$ for Ai. At order $\zeta^{-2}$ one finds $-2\sigma a=-5/36$, so $a=5\sigma/72$. Differentiating $\psi$, with $d\zeta/dz=z^{1/2}$ and $z^{-3/2}/4=1/(6\zeta)$, gives
$$\psi_z=\sigma z^{1/4}e^{\sigma\zeta}\left(1+\frac{5\sigma}{72\zeta}-\frac{12\sigma}{72\zeta}\right)=\sigma z^{1/4}e^{\sigma\zeta}\left(1-\frac{7\sigma}{72\zeta}\right).$$
Let $c_A$ and $c_B$ be the constants multiplying these forms in Ai and Bi. The Wronskian requires $2c_Ac_B=1/\pi$, and (3) needs no more than this product.

**Assembling the result.** Define $u_i=\kappa_i/\mu_{ox}$, the barrier counterpart of a speed; then $w\sqrt{z_i}=u_i$. Squaring the forms above doubles the small corrections, and the brackets in (3) become
$$\frac{c_B^2e^{2\zeta_1}}{\sqrt{z_1}}\left[u_1^2\left(1-\frac{7}{36\zeta_1}\right)+v_L^2\left(1+\frac{5}{36\zeta_1}\right)\right],$$
$$\frac{c_A^2e^{-2\zeta_2}\sqrt{z_2}}{u_2^2}\left[u_2^2\left(1+\frac{7}{36\zeta_2}\right)+v_R^2\left(1-\frac{5}{36\zeta_2}\right)\right].$$
With $c_A^2c_B^2=1/4\pi^2$ and $\sqrt{z_2/z_1}=u_2/u_1$, the leading order is
$$T\approx P_0e^{-2S},\qquad P_0=g_1g_2,\qquad g_1=\frac{4u_1v_L}{u_1^2+v_L^2},\quad g_2=\frac{4u_2v_R}{u_2^2+v_R^2}.\tag{4}$$
Taking the logarithm and keeping the next order,
$$\ln\frac{T}{T_W}=\ln P_0+\frac cd+O(d^{-2}),\tag{5}$$
$$\frac cd=\frac{7u_1^2-5v_L^2}{36\zeta_1(u_1^2+v_L^2)}-\frac{7u_2^2-5v_R^2}{36\zeta_2(u_2^2+v_R^2)},\qquad \zeta_i=\frac{2\phi_i\kappa_id}{3V}.$$

At fixed $E$ and $V$, neither $u_i$ nor $v_L,v_R$ depends on $d$. Hence $P_0$ is constant during the scan, and (5) has no term proportional to $d$: the WKB exponent has the correct rate per unit thickness. The term $c/d$ mixes the next WKB order with the slope of the barrier at the interfaces, so it is best listed separately as a finite-thickness remainder.

As a test of (5), exact transmissions at 10, 20 and 40 nm were extrapolated to infinite thickness for $(E,V)=(0.1,1)$, $(0.3,0.8)$ and $(0.02,1.5)$. The limits agree with $\ln P_0$ to within $10^{-4}$.

The expansion needs $\zeta_1,\zeta_2\gg1$; here they are 18.8 and 10.2. It fails when $V$ approaches $\phi_1$, because then $\phi_2$ and $\zeta_2$ go to zero. Equation (1) survives that passage, since the Airy functions are regular at $z=0$. In the opposite limit $V\to0$, $c$ vanishes and (4) becomes the thick-film result for a rectangular barrier, $16u^2v^2/(u^2+v^2)^2$ times $e^{-2\kappa d}$.

## Comparison: the thickness scan

**Prefactor at 1.5 nm.** With $u_1=12.549$ and $u_2=10.246$ nm⁻¹,
$$g_1=\frac{4\times12.549\times1.689}{12.549^2+1.689^2}=0.529,\qquad g_2=\frac{4\times10.246\times5.602}{10.246^2+5.602^2}=1.684.$$
Their product is $P_0=0.890$, and $\ln P_0=-0.116$. The budget is
$$\underbrace{-0.117}_{\text{total}}=\underbrace{-0.116}_{\text{prefactor}}+\underbrace{(-0.001)}_{\text{remainder}}.$$
The leading prefactor $P_0$ accounts for more than 99% of the total. How the remainder divides between exponent and interfaces is a matter of convention. The next WKB order of the exponent, $2\int(3\kappa'^2/8\kappa^3-\kappa''/4\kappa^2)\,dx$ with primes meaning $d/dx$, changes $\ln T$ by $\tfrac{5}{36}(1/\zeta_2-1/\zeta_1)=+0.006$, and the slope of the barrier at the interfaces, together with higher orders, then contributes about $-0.007$. That integral contains a total derivative. Integrating it by parts leaves a bulk part $-2\int\kappa'^2/8\kappa^3\,dx=-\tfrac{1}{36}(1/\zeta_2-1/\zeta_1)=-0.0012$, and everything else then sums to $+0.0005$. In either split the exponent's own error is below 1% of $T$ at this thickness, and it falls as $1/d$.

The first-order formula gives $c/d=-0.0015$, whereas the actual remainder is $-0.0008$. The entrance and exit parts of $c$ are $+0.0150$ and $-0.0172$ nm and nearly cancel, so higher orders are not small beside their sum at this thickness.

**Scan at fixed voltage.** With $V=1$ V and $E=0.1$ eV held fixed:

| $d$ (nm) | $T$ | $T_W$ | $\ln(T/T_W)$ |
|---|---|---|---|
| 1.00 | 9.60e-6 | 1.08e-5 | −0.1168 |
| 1.50 | 3.16e-8 | 3.55e-8 | −0.1169 |
| 2.00 | 1.04e-10 | 1.17e-10 | −0.1169 |

The transmission falls by five orders of magnitude while the logarithmic error stays put. A straight line through eleven points between 1.0 and 2.0 nm has intercept $-0.1169$ and slope $-0.00003$ nm⁻¹. Over 1.5 nm the slope contributes $-0.00005$, to be set against an exponent of 17.155. The line places the small remainder in its intercept, because the remainder hardly varies over this range; the thick-film limit is what separates it from $\ln P_0$.

**Scan at fixed field.** Suppose instead that the field is held at 6.67 MV/cm, so that $V$ grows with $d$. The same fit now gives intercept $-0.517$ and slope $+0.259$ nm⁻¹. Read as before, this would be an exponent error of $+0.389$ at 1.5 nm, more than offset by a prefactor error of $-0.517$. Both are artefacts of the scan.

As $V$ rises, $\phi_2$ and $u_2$ fall while $v_R$ rises. At 1 V, $u_2$ exceeds $v_R$, so the two approach each other and $g_2$ climbs towards its maximum of 2. The prefactor thus acquires a thickness dependence that a straight line books as an exponent. Fitting $\ln P_0$ alone over the same points gives a slope of 0.259 nm⁻¹, which accounts for the effect. For a straight-line fit to separate the two errors, as (c) asks, voltage and energy must therefore be held fixed. A scan at fixed field would serve only after the known $P_0$ had been divided out at each thickness.

## Why the error is only 12 percent

Each interface factor obeys $g\le2$, because $2uv\le u^2+v^2$, so $P_0\le4$. There is no comparable lower bound. In the example the entrance factor alone would lower $T$ by 47% and the exit factor alone would raise it by 68%. The modest total is a cancellation between them, and it depends on the energy. With $d=1.5$ nm and $V=1$ V fixed:

| $E$ (eV) | $T/T_W$ |
|---|---|
| 0.01 | 0.27 |
| 0.05 | 0.62 |
| 0.10 | 0.89 |
| 0.20 | 1.30 |
| 0.30 | 1.64 |

The ratio passes through 1 at $E=0.124$ eV. Agreement there says nothing about the quality of bare WKB, since $g_1$ and $g_2$ each still differ from 1 and only their product is close to 1.

The low-energy end shows a qualitative failure. As $E\to0$, $v_L\propto\sqrt E$ goes to zero and $g_1\to4v_L/u_1$, so $T\propto\sqrt E$. The exact formula confirms this: raising $E$ from $10^{-6}$ to $4\times10^{-6}$ eV multiplies $T$ by 2.000. Bare WKB tends to a finite constant instead. Reflection is almost total at all the energies considered here, but for a slow electron the incident and reflected waves also nearly cancel at the step. Inside a thick barrier $\chi_1\approx-u_1\psi_1$, and the matching condition then gives $|\psi_1|\approx2v_L/u_1$. The density entering the barrier falls as $v_L^2$ while the incident current falls only as $v_L$, so their ratio falls as $v_L$. An exponent that describes only the interior of the barrier does not contain this.

## The model beside a real gate stack

The parameters are rough typical values for a silicon/silica/polysilicon stack. The field is high, about two thirds of a rough breakdown field of 10 MV/cm. "Exact" refers to the stated model, and several omitted effects and uncertain inputs change $\ln T$ by more than the WKB error of 0.117:

- An oxide mass of 0.4 instead of 0.5 adds 1.64, a factor of 5.
- A two-band oxide dispersion with a 9 eV gap and the same band-edge mass lowers the exponent $2S$ by 2.60. The mass in the matching conditions then depends on energy too, which takes back about 0.27, so $\ln T$ rises by about 2.3, a factor of 10. If 0.5 was fitted with a parabolic band, part of this is already in the mass.
- Image lowering is estimated at 0.24 eV in mid-film, where it is weakest. Applied uniformly it lowers the exponent $2S$ by 0.86, which is a low estimate because the lowering grows towards the interfaces. The full classical image profile lowers it by about 2.9, but that profile diverges at the interfaces and is not reliable within atomic distances of them, so the two numbers only indicate a range. The same caution about fitted masses holds.
- A film thinner by 0.1 nm at the same voltage adds 1.14, a factor of 3. On this scale the missing prefactor is worth a thickness error of $0.117/11.4\approx0.01$ nm.
- An exit mass of 0.3 adds 0.18. This shows only how sensitive $T$ is to the exit speed. It does not model the real band 1.1 eV above its edge, where non-parabolicity usually lowers the speed and can reverse the sign of the change.
- Raising $E$ by $k_BT$ at 300 K adds about 0.2. (Multiplying the slope at 0.1 eV by $k_BT$ gives 0.23, a slight overestimate because the slope falls as $E$ rises.)

The other four silicon valleys carry an in-plane wavevector near 9.8 nm⁻¹. If it is conserved and the oxide band is isotropic and parabolic, their exponent is larger by 17, and they contribute negligibly by this route.

The incident plane wave is itself an idealization. The oxide field implies about $1.4\times10^{13}$ electrons per cm² at the silicon surface if depletion charge is neglected. If they all occupied one subband, the Fermi energy would be 0.09 eV above its edge, several times $k_BT$ at room temperature. This is an upper estimate, since higher subbands lie close enough to take part of the charge. The subband energy, which plays the role of $E$, is 0.30 eV when screening by the electrons is ignored; screening weakens the field away from the interface and lowers it, to about 0.25 eV if one subband holds all the electrons. The chosen 0.1 eV is therefore low for this field. The table shows that near 0.25 eV the prefactor error has the opposite sign: bare WKB is then too small. A leakage current would also need the rate at which the bound electrons strike the barrier, which $T$ alone does not supply.

The full set of values is in the numerical output below.

## Calculated quantities

```
thickness 1.5 nm, voltage 1.0 V, field 6.67 MV/cm
band offset 3.1 eV, energy E 0.1 eV
masses: oxide 0.5, silicon 0.92 (m0)
hbar^2/2m0 = 0.038100 eV nm^2
barrier ends phi1 3.00, phi2 2.00 eV
kappa1 6.2746, kappa2 5.1232 1/nm
speeds v_L 1.6891, v_R 5.6020 1/nm
speeds u1 12.5491, u2 10.2463 1/nm
gamma 2.0606 1/nm
Airy arguments z1 9.2725, z2 6.1817
WKB exponent 2S = 17.1548
T exact (Airy) = 3.1549e-08
T by direct integration = 3.1549e-08
T bare WKB = 3.5463e-08
T exact / T WKB = 0.8896, log -0.11694
WKB relative error = 12.41 %
g1 0.5288, g2 1.6837, P0 0.8903
ln P0 = -0.11618
remainder ln(T/TW)-ln P0 = -0.00077
c entrance 0.01502, exit -0.01724 nm
c/d at 1.5 nm = -0.00148
fixed V scan: d (nm), T exact, T WKB, log ratio
  1.00  9.604e-06  1.079e-05  -0.11681
  1.25  5.504e-07  6.187e-07  -0.11693
  1.50  3.155e-08  3.546e-08  -0.11694
  1.75  1.808e-09  2.033e-09  -0.11692
  2.00  1.037e-10  1.165e-10  -0.11688
fixed V fit: intercept -0.11686, slope -0.00003 1/nm
  slope times 1.5 nm = -0.00005
fixed field fit: intercept -0.5174, slope 0.2593 1/nm
  slope times 1.5 nm = 0.3890
  slope predicted from P0 alone = 0.2594 1/nm
energy (eV), T exact / T WKB
  0.01  0.2716
  0.05  0.6173
  0.10  0.8896
  0.20  1.3015
  0.30  1.6410
ratio equals 1 at E = 0.1242 eV
T(4E)/T(E) at E = 1e-6 eV: 2.0000
neglected effects, change of ln T:
  image lowering 0.241 eV at middle: +0.86
  oxide mass 0.4 instead of 0.5: +1.64
  two-band oxide, gap 9.0 eV, same mass: +2.60
  oxide thinner by 0.1 nm: +1.14
  other valleys, k_par 9.84 1/nm: -17.0
  exit mass 0.3 instead of 0.92: +0.18
  energy up by kT at 300 K (0.0259 eV): +0.23
unscreened subband energy 0.297 eV
sheet density 1.44e+13 1/cm^2
one-subband Fermi energy 0.091 eV
field / rough breakdown field of 10 MV/cm = 0.67
```
